\section*{Zero-Temperature Fowler-Nordheim Prefactor from the WKB Exponent and Metal Supply Function, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the metal supply to the prefactor}

A metal with a Fermi energy of 5 eV injects electrons through a 3 eV barrier into an oxide with tunnelling mass $0.4\,m_e$ and field 1 V/nm. Integrating the WKB transmission over the occupied states of the metal gives a current density of 87.778 A/m$^2$. If the electron mass in the metal is changed from $0.3\,m_e$ to $1.0\,m_e$ and then to $2.0\,m_e$, at the same Fermi energy, the result is still 87.778 A/m$^2$. Yet the density of states of a free-electron metal at a given energy grows as the mass to the power $3/2$, which is a factor of about 17 over this range. The derivation of the Fowler-Nordheim prefactor shows where the metal mass goes, and under which assumption it comes back.

\subsection{Model and conventions}

The metal fills $x<0$ and the oxide begins at $x=0$. Energies are measured from the bottom of the metal band. The elementary charge is $q>0$, and $F>0$ is the magnitude of the oxide field, directed so that the electron potential energy falls with increasing $x$. The current density $J$ is a magnitude. The metal has mass $m_M$ and Fermi energy $E_F$, and its states obey
\begin{equation}
E=\frac{\hbar^2k_x^2}{2m_M}+\frac{\hbar^2k_t^2}{2m_M},
\label{eq:metal}
\end{equation}
where $k_t$ is the magnitude of the wavevector parallel to the interface. The oxide conduction band is parabolic with mass $m_{ox}$, and its edge lies at
\begin{equation}
E_c(x)=E_F+\phi-qFx ,
\end{equation}
so that $\phi$ is the barrier height above the Fermi level at the interface.

The interface is flat, so $k_t$ is conserved, and tunnelling is elastic, so $E$ is conserved. The final states are empty. The image force, traps, charge in the oxide and reflection from the far electrode are left out. The oxide layer is thick enough for the electron to reach the conduction band inside it. The transmission probability is taken as the bare WKB exponential $T=e^{-G}$. Section~\ref{sec:second} determines what this last choice costs.

\subsection{The exponent for one electron}

Inside the barrier the motion along $x$ is evanescent with decay constant $\kappa$. The total energy is the band edge, plus the transverse kinetic energy with the oxide mass, minus the energy associated with the decay:
\begin{equation}
E=E_F+\phi-qFx+\frac{\hbar^2k_t^2}{2m_{ox}}-\frac{\hbar^2\kappa^2}{2m_{ox}} .
\end{equation}
The quantities $E$ and $k_t$ enter through one combination, the energy left for normal motion in the oxide,
\begin{equation}
W=E-\frac{\hbar^2k_t^2}{2m_{ox}},\qquad \varepsilon=E_F-W .
\label{eq:W}
\end{equation}
Solving for the decay constant gives
\begin{equation}
\frac{\hbar^2\kappa^2}{2m_{ox}}=E_F+\phi-qFx-W=\phi+\varepsilon-qFx .
\label{eq:kappa}
\end{equation}
An electron at depth $\varepsilon$ therefore faces a triangular barrier of initial height $b=\phi+\varepsilon$. A transverse wavevector raises this height, because part of the energy is tied up in transverse motion.

The WKB exponent is twice the integral of $\kappa$ up to the turning point $x_t=b/(qF)$; the factor two converts an amplitude into a probability. With $y=b-qFx$ and $dx=-dy/(qF)$,
\begin{align}
G(\varepsilon)&=2\int_0^{x_t}\kappa\,dx
=\frac{2\sqrt{2m_{ox}}}{\hbar}\int_0^{x_t}\sqrt{b-qFx}\,dx \nonumber\\
&=\frac{2\sqrt{2m_{ox}}}{\hbar qF}\int_0^{b}y^{1/2}\,dy
=\frac{4\sqrt{2m_{ox}}}{3\hbar qF}\,(\phi+\varepsilon)^{3/2}.
\label{eq:G}
\end{align}
The minus sign of $dx$ has been used to exchange the limits.

\subsection{The supply function}

The current carried into the oxide is the sum of $q\,v_x\,T$ over occupied states moving towards the interface. There are two spin states for each wavevector and $d^3k/(2\pi)^3$ wavevectors per unit volume:
\begin{equation}
J=\frac{2q}{(2\pi)^3}\int_{k_x>0,\;E<E_F}d^2k_t\,dk_x\;v_x\,T .
\label{eq:Jdef}
\end{equation}
The velocity is $v_x=\hbar^{-1}\,\partial E/\partial k_x$. At fixed $k_t$ this gives $v_x\,dk_x=dE/\hbar$: the velocity cancels the one-dimensional density of states. This removes the metal mass from the normal direction.

At fixed $k_t$, equation (\ref{eq:W}) also gives $dE=dW$. Since $T$ depends on $W$ alone, the transverse integral is done first at fixed $W$. The occupation condition $E\le E_F$ reads
\begin{equation}
W+\frac{\hbar^2k_t^2}{2m_{ox}}\le E_F
\quad\Longrightarrow\quad
k_t^2\le\frac{2m_{ox}\varepsilon}{\hbar^2}.
\end{equation}
This is a disc of area $2\pi m_{ox}\varepsilon/\hbar^2$. Its radius contains the oxide mass, because states are grouped by their normal energy in the oxide. Therefore
\begin{align}
J&=\frac{2q}{8\pi^3\hbar}\int\frac{2\pi m_{ox}\varepsilon}{\hbar^2}\,
e^{-G(\varepsilon)}\,d\varepsilon \nonumber\\
&=\int_0^\infty S\,\varepsilon\,e^{-G(\varepsilon)}\,d\varepsilon,
\qquad S=\frac{q\,m_{ox}}{2\pi^2\hbar^3}.
\label{eq:supply}
\end{align}
The product $S\varepsilon$ is the zero-temperature supply function: the current density per unit $W$ that would flow if every arriving electron were transmitted. It vanishes at the Fermi level, where the disc shrinks to a point.

An approximation is hidden in the statement that the disc is full for every $\varepsilon$ up to infinity. The metal has a band bottom, and each state in the disc must have a real $k_x$. Write $s=\hbar^2k_t^2/(2m_{ox})$, so that $0\le s\le\varepsilon$. The total energy is $E=E_F-\varepsilon+s$, and the transverse energy in the metal is $s\,m_{ox}/m_M$. A propagating metal state requires
\begin{equation}
E_F-\varepsilon+s\left(1-\frac{m_{ox}}{m_M}\right)\ge0 .
\end{equation}
If $m_{ox}\le m_M$, the worst case is $s=0$, and the disc is full for $\varepsilon\le E_F$. If $m_{ox}>m_M$, the worst case is $s=\varepsilon$, and the disc is full for $\varepsilon\le E_Fm_M/m_{ox}$. The smaller of the two limits,
\begin{equation}
\varepsilon_c=E_F\,\min\!\left(1,\frac{m_M}{m_{ox}}\right),
\end{equation}
is the depth beyond which states are missing. The transmission there is so small that the extension to infinity is harmless when $\varepsilon_c$ is many times the energy scale $d$ found next.

\subsection{Expansion about the Fermi energy}

The supply rises linearly with depth while the transmission falls exponentially, so the current comes from a thin layer near $\varepsilon=0$. For $\varepsilon\ll\phi$,
\begin{equation}
(\phi+\varepsilon)^{3/2}=\phi^{3/2}\left(1+\frac{3\varepsilon}{2\phi}+\cdots\right),
\end{equation}
and (\ref{eq:G}) becomes
\begin{equation}
G(\varepsilon)=G_0+\frac{\varepsilon}{d}+\cdots,\qquad
G_0=\frac{4\sqrt{2m_{ox}}\,\phi^{3/2}}{3\hbar qF},
\label{eq:G0}
\end{equation}
with
\begin{equation}
\frac1d=\frac{3G_0}{2\phi}=\frac{2\sqrt{2m_{ox}\phi}}{\hbar qF},
\qquad
d=\frac{\hbar qF}{2\sqrt{2m_{ox}\phi}} .
\label{eq:d}
\end{equation}
The transmission drops by a factor $e$ when $\varepsilon$ grows by $d$. Since $d/\phi=2/(3G_0)$, a large exponent also guarantees a thin emitting layer, and one condition, $G_0\gg1$, supports both the WKB exponent and the expansion. It does not make the factor in front of the exponential equal to one.

The remaining integral is done by parts:
\begin{equation}
\int_0^\infty\varepsilon e^{-\varepsilon/d}d\varepsilon
=\left[-\varepsilon d\,e^{-\varepsilon/d}\right]_0^\infty
+d\int_0^\infty e^{-\varepsilon/d}d\varepsilon=d^2 .
\end{equation}
The bracket vanishes at both ends. Squaring (\ref{eq:d}) and inserting it in (\ref{eq:supply}) gives
\begin{align}
J&=S\,d^2e^{-G_0}
=\frac{q\,m_{ox}}{2\pi^2\hbar^3}\;
\frac{\hbar^2q^2F^2}{8m_{ox}\phi}\;e^{-G_0} \nonumber\\
&=\frac{q^3F^2}{16\pi^2\hbar\,\phi}\,e^{-G_0}.
\end{align}
With $\hbar=h/(2\pi)$ the denominator is $16\pi^2\hbar=8\pi h$, so
\begin{equation}
J_{FN}=A F^2e^{-G_0},\qquad A=\frac{q^3}{8\pi h\,\phi}.
\label{eq:FN}
\end{equation}

The two powers of $d$ have separate origins. From (\ref{eq:W}), $\varepsilon=(E_F-E)+s$, so the weight factorizes into $e^{-(E_F-E)/d}$ and $e^{-s/d}$. The integral over total energy gives one factor $d$. The integral over the transverse plane gives $2\pi m_{ox}d/\hbar^2$, the effective area of wavevectors that can tunnel. That area is set by the oxide, which filters the directions; a metal with more transverse states offers them outside the range that the oxide accepts. This is why the metal mass drops out. The oxide mass then cancels between $S$ and $d^2$, but it remains in $G_0$.

\subsection{Numbers for the example}

The parameters are round model values: $\phi=3$ eV, $m_{ox}=0.4\,m_e$, $F=1$ V/nm, $m_M=m_e$ and $E_F=5$ eV. The exponent is $G_0=22.449$, and
\begin{equation}
d=\frac{2\phi}{3G_0}=\frac{2\times3\ \mathrm{eV}}{3\times22.449}=0.0891\ \mathrm{eV}.
\end{equation}
The prefactor is $A=5.138\times10^{-7}$ A/V$^2$. With $F=10^9$ V/m,
\begin{align}
J_{FN}&=(5.138\times10^{11}\ \mathrm{A/m^2})(1.781\times10^{-10})\nonumber\\
&=91.5\ \mathrm{A/m^2}=9.15\times10^{-3}\ \mathrm{A/cm^2}.
\end{align}
The supply route gives the same pre-exponential value: $S=6.473\times10^{13}$ A/(m$^2$\,eV$^2$) times $(0.0891\ \mathrm{eV})^2$ is $5.14\times10^{11}$ A/m$^2$.

The full WKB integral over the Fermi sphere, without linearization, is 87.8 A/m$^2$. It was tested against the one-dimensional integral (\ref{eq:supply}), and the two agree to better than one part in $10^6$. The same relative tolerance was met by the test of independence from $m_M$. For the lightest metal, $\varepsilon_c=5\times0.3/0.4=3.75$ eV, which is about 42 times $d$, so the missing states cannot be seen in the printed current.

\subsection{The other mass convention}

Suppose that $T$ is instead assigned to the normal energy in the metal, $E_x=\hbar^2k_x^2/(2m_M)$, with barrier height $\phi+E_F-E_x$. Let $\varepsilon_x=E_F-E_x$. Occupation now requires $\hbar^2k_t^2/(2m_M)\le\varepsilon_x$, so the disc has area $2\pi m_M\varepsilon_x/\hbar^2$. The supply coefficient carries $m_M$, while $d$ still carries $m_{ox}$ because the decay takes place in the oxide:
\begin{equation}
J_{n}=\frac{q\,m_M}{2\pi^2\hbar^3}\,d^2e^{-G_0}
=\frac{m_M}{m_{ox}}\,A F^2e^{-G_0}.
\label{eq:normal}
\end{equation}
The two assignments differ by
\begin{equation}
E_x-W=\frac{\hbar^2k_t^2}{2}\left(\frac1{m_{ox}}-\frac1{m_M}\right).
\end{equation}
For $m_{ox}<m_M$ this is positive. An oblique electron then needs more transverse energy in the oxide than it had in the metal, and must take it from its normal motion. Equation (\ref{eq:normal}) ignores this cost and gives the larger current. In the example the full integral in this convention is 219.4 A/m$^2$, which is $1/0.4=2.5$ times 87.8 A/m$^2$. Within parabolic bands and a flat interface, (\ref{eq:FN}) is the form that respects conservation of $k_t$. For $m_M=m_{ox}$ the two coincide.

\section{Accuracy, limits and use of the result}
\label{sec:second}

The first half considered a metal with Fermi energy $E_F$ and mass $m_M$, a barrier $\phi$ above the Fermi level, an oxide mass $m_{ox}$ and a field $F$. With conserved transverse wavevector, the transmission depends on $\varepsilon=E_F-W$, where $W$ is the normal energy in the oxide. The results used below are
\begin{align}
J_{WKB}&=S\int_0^\infty\varepsilon e^{-G(\varepsilon)}d\varepsilon,
&G(\varepsilon)&=G_0\left(1+\frac{\varepsilon}{\phi}\right)^{3/2},\label{eq:r1}\\
J_{FN}&=S d^2e^{-G_0}=\frac{q^3F^2}{8\pi h\phi}e^{-G_0},
&d&=\frac{2\phi}{3G_0},\label{eq:r2}
\end{align}
with $S=q\,m_{ox}/(2\pi^2\hbar^3)$. In the example, $G_0=22.449$, $d=0.0891$ eV, $J_{FN}=91.5$ A/m$^2$ and $J_{WKB}=87.8$ A/m$^2$.

\subsection{Error of the linearized exponent}

The binomial series to third order is
\begin{equation}
(1+a)^{3/2}=1+\frac{3a}{2}+\frac{3a^2}{8}-\frac{a^3}{16}+\cdots .
\end{equation}
Put $\varepsilon=ud$, so that $a=\varepsilon/\phi=2u/(3G_0)$. The three terms after the first, multiplied by $G_0$, become
\begin{align}
G_0\,\frac{3a}{2}&=u,\nonumber\\
G_0\,\frac{3a^2}{8}&=\frac{3G_0}{8}\,\frac{4u^2}{9G_0^2}=\frac{u^2}{6G_0},\\
G_0\,\frac{a^3}{16}&=\frac{G_0}{16}\,\frac{8u^3}{27G_0^3}=\frac{u^3}{54G_0^2}.\nonumber
\end{align}
Dividing (\ref{eq:r1}) by (\ref{eq:r2}) cancels $S$, $d^2$ and $e^{-G_0}$. Expanding the small terms of the exponential to second order in $1/G_0$ gives
\begin{equation}
\frac{J_{WKB}}{J_{FN}}=\int_0^\infty u e^{-u}
\left[1-\frac{u^2}{6G_0}+\frac{u^3}{54G_0^2}+\frac{u^4}{72G_0^2}+\cdots\right]du .
\end{equation}
The last term is half the square of $u^2/(6G_0)$. Using $\int_0^\infty u^ne^{-u}du=n!$,
\begin{align}
\frac{J_{WKB}}{J_{FN}}&=1-\frac{3!}{6G_0}
+\frac1{G_0^2}\left(\frac{4!}{54}+\frac{5!}{72}\right)+\cdots\nonumber\\
&=1-\frac1{G_0}+\frac{19}{9G_0^2}+\cdots .
\label{eq:ratio}
\end{align}
The first correction is negative because $G(\varepsilon)$ is convex: it lies above its tangent at the Fermi level, and the linearized form overestimates the transmission of deeper electrons.

For the example, $1-1/G_0=0.9555$, and the second-order term raises this to 0.9596. The full integral gives 0.9591. At 0.25 V/nm the exponent is 89.79, the first-order value is 0.9889, and the integral gives 0.9891. Both ratios passed a test that the departure from $1-1/G_0$ is below $3/G_0^2$. The formula thus overestimates the WKB current by about 4 percent of $J_{WKB}$ at the higher field and about 1 percent at the lower one.

The mean of $\varepsilon$ in the emitted current follows in the same way. To first order,
\begin{equation}
\frac{\langle\varepsilon\rangle}{d}
=\frac{2!-4!/(6G_0)}{1-1/G_0}
=\frac{2-4/G_0}{1-1/G_0}
=2\left(1-\frac1{G_0}\right)+\cdots .
\end{equation}
This gives 0.170 eV, against 0.171 eV from the full integral. The quantity is the mean depth of $W$, and not that of the total energy. In the linearized model the weights $e^{-(E_F-E)/d}$ and $e^{-s/d}$ are independent, where $s=\hbar^2k_t^2/(2m_{ox})$. The total energy therefore lies on average $d$ below $E_F$, and the transverse motion accounts for the other $d$.

With conserved transverse wavevector and the bare WKB exponential, the metal mass drops out of the Fowler-Nordheim prefactor, and linearizing the exponent overestimates the WKB current by only about 4 percent in the example. What remains is the effect on a Fowler-Nordheim plot, the interface matching through which the metal mass returns, the role of temperature, and the conditions for using the formula in a gate stack.

All numerical values are calculated from the stated model.
